\section*{How NEVPT2 changes CASSCF values of $10Dq$ and $B$ in [CrF$_6$]$^{3-}$, part 1}

(Sections cited here and not found follow in the second part.)

\section{Two parameters from three bands}

\noindent Q: I fit the three spin-allowed bands of octahedral chromium(III) fluorides with $10Dq$ and the Racah parameter $B$. State-averaged CASSCF with three electrons in five d orbitals gives me a $B$ that looks too large and a $10Dq$ that looks too small, and second-order perturbation theory moves both toward my fit. What does a calculation even mean by these two numbers?

\medskip\noindent A: It means two fixed combinations of state energies. I use atomic units in the algebra and take all states with $M_S=3/2$, so the three d electrons have spin $\alpha$. There are $\binom{5}{3}=10$ such determinants, and they span the ten quartet components.

Start from the free ion. Three $\alpha$ electrons in five orbitals are two holes in the filled $\alpha$ shell. Rewriting the repulsion in hole operators keeps the two-body matrix elements and adds a one-body term, which in spherical symmetry is the same for all five orbitals and so is a constant. The splittings are therefore those of two parallel-spin d particles, whose antisymmetric orbital states have $L=3$ and $L=1$: the terms $^4F$ and $^4P$. With Slater integrals $F^k$ and the angular integrals $c^k(m,m')=\sqrt{4\pi/(2k+1)}\int Y_{2m}^*Y_{k,m-m'}Y_{2m'}\,d\Omega$, a pair $(m,m')$ has energy $J-K$ with $J=\sum_k c^k(m,m)c^k(m',m')F^k$ and $K=\sum_k c^k(m,m')^2F^k$. The diagonal values for $|m|=2,1,0$ are $7c^2=-2,1,2$ and $21c^4=1,-4,6$. The squared off-diagonal values $(49[c^2]^2,\,441[c^4]^2)$ are $(6,5)$ for $(2,1)$, $(4,15)$ for $(2,0)$, $(0,35)$ for $(2,-1)$, $(0,70)$ for $(2,-2)$ and $(1,30)$ for $(1,0)$. The determinant $(2,1)$ is the only one with $M_L=3$ and is pure $F$. The two with $M_L=1$ span one $F$ and one $P$ component, so their diagonal energies add up to $E_F+E_P$:
\begin{align}
E_F&=F^0+\tfrac{-2-6}{49}F^2+\tfrac{-4-5}{441}F^4=F^0-\tfrac{8}{49}F^2-\tfrac{9}{441}F^4,\\
E_F+E_P&=2F^0+\tfrac{(-2-0)+(2-1)}{49}F^2+\tfrac{(-4-35)+(-24-30)}{441}F^4,\\
E_P-E_F&=\tfrac{-1+16}{49}F^2+\tfrac{-93+18}{441}F^4=15B,\qquad B=\frac{F^2}{49}-\frac{5F^4}{441}. \label{eq:B}
\end{align}
The same numbers give $B$ from two exchange integrals over real orbitals. The product of $d_{xy}$ and $d_{x^2-y^2}$ is $\tfrac{i}{2}(Y_{22}^*Y_{2,-2}-Y_{2,-2}^*Y_{22})$, two pieces with $m=\mp4$ that do not interact, so $K(xy,x^2\!-\!y^2)=\tfrac14\cdot2\cdot\tfrac{70}{441}F^4=\tfrac{35}{441}F^4$. In the same way $K(z^2,x^2\!-\!y^2)=\tfrac12\cdot2\,(\tfrac{4}{49}F^2+\tfrac{15}{441}F^4)$. Their difference is $\tfrac{4}{49}F^2-\tfrac{20}{441}F^4=4B$.

Within the quartets the repulsion is thus $E_F+15B\,\hat P_P$, with $\hat P_P$ the projector on $^4P$. A two-hole state is an antisymmetric coefficient matrix $M_{pq}$. In the real basis a rotation acts as $M\to RMR^{T}$, as it does on an operator, so the three matrices of $L_x,L_y,L_z$ are the coefficient matrices of the $L=1$ states. $L_z$ connects $xy$ with $x^2-y^2$ with strength 2 and $xz$ with $yz$ with strength 1. The $z$ component of $^4P$ is then
\begin{equation}
|P_z\rangle=\tfrac{1}{\sqrt5}\big(2\,|\text{holes } xy,\,x^2\!-\!y^2\rangle+|\text{holes } xz,\,yz\rangle\big),
\end{equation}
with the relative sign absorbed in the determinant phases. The first determinant has electrons $t_{2g}^2e_g$ and the second $t_{2g}e_g^2$; both transform like $L_z$, as $T_{1g}$. The determinant with both holes in $e_g$ ($t_{2g}^3$, $^4A_{2g}$) and those of the type holes $xy,z^2$ ($t_{2g}^2e_g$, $^4T_{2g}$) belong to other representations, are orthogonal to $^4P$, and carry repulsion $E_F$. Now raise each $e_g$ electron by $\Delta\equiv10Dq$. Measured from $^4A_{2g}$,
\begin{equation}
E(T_2)=\Delta,\qquad H(T_1)=\begin{pmatrix}\Delta&0\\0&2\Delta\end{pmatrix}+15B\begin{pmatrix}4/5&2/5\\2/5&1/5\end{pmatrix}=\begin{pmatrix}\Delta+12B&6B\\6B&2\Delta+3B\end{pmatrix}.
\end{equation}
The trace is $3\Delta+15B$ and the eigenvalue gap follows from the difference of the diagonal elements, $\Delta-9B$:
\begin{equation}
\Delta=E(T_2),\qquad B=\frac{E(T_{1a})+E(T_{1b})-3E(T_2)}{15},\qquad s=\sqrt{(\Delta-9B)^2+(12B)^2}. \label{eq:extract}
\end{equation}
In a cluster the active orbitals are not pure d functions, so I take the first two expressions as definitions and use $s$ as a check on the parametrization. Both definitions are linear in the state energies, so any additive breakdown of a correction to the energies is an additive breakdown of $\delta\Delta$ and $\delta B$.

\medskip\noindent Q: Which system do you compute, and what comes out?

\medskip\noindent A: Octahedral [CrF$_6$]$^{3-}$ with a Cr--F distance of 1.9~\AA, roughly the bond length in fluoride solids, def2-SVP on Cr and 6-31G on F (85 basis functions), no embedding, no relativity, and the Cr 1s2s2p and F 1s shells left uncorrelated. Free Cr$^{3+}$ is treated in the same basis. The program behind the tabulated and tested numbers, and its output, follow this exchange. The CASSCF excitation energies are 1.8294, 2.8854 and 4.6015~eV, and after uncontracted NEVPT2 they are 2.0544, 3.0928 and 4.6786~eV. From Eq.~\eqref{eq:extract},
\begin{align}
B_{\rm CAS}&=(2.8854+4.6015-3\times1.8294)/15=1.9987/15=0.1332\ \text{eV},\\
B_{\rm PT2}&=(3.0928+4.6786-3\times2.0544)/15=1.6082/15=0.1072\ \text{eV}.
\end{align}
So $10Dq$ goes from 1.83~eV (14755~cm$^{-1}$) to 2.05~eV (16570~cm$^{-1}$), up 12\% of the CASSCF value, and $B$ goes from 0.133~eV (1075~cm$^{-1}$) to 0.107~eV (865~cm$^{-1}$), down 20\% of the CASSCF value. I carry four decimals so that sums close; they are not converged in the basis. Adding d functions on F (6-31G*) leaves the CASSCF values unchanged to 0.0002~eV and moves the NEVPT2 values to $10Dq=2.059$ and $B=0.1067$~eV. Enlarging the Cr basis to def2-TZVPP lowers the NEVPT2 $B$ of the free ion by 0.005~eV. The cluster was not run with that Cr basis, so its correlated $B$ should be taken as uncertain by about that much. At the CASSCF level the two-parameter form holds well: $s=1.7186$~eV from $\Delta$ and $B$, against a computed $T_1$ splitting of 1.7161~eV.

\medskip\noindent Q: Too large and too small compared with what?

\medskip\noindent A: Compared with a more fully correlated result in the same basis and geometry. The statement is not a theorem. It concerns the d-only active space in a mainly ionic complex with $\sigma$-donor ligands. For the valence part of $B$ in the free ion I have an exact reference, and for the $10Dq$ mechanism an exactly solvable model. For the cluster the only reference here is NEVPT2 itself. Measured values for this chromophore are roughly 1.9~eV for $10Dq$ and roughly 0.1~eV for $B$, but they cannot rank the two computed $10Dq$ values: in the point-charge model $\Delta\propto R^{-5}$, so an uncertainty of 2\% in a bond length given to two figures is 10\% in $\Delta$, nearly the size of the correction.

\section{What the averaged calculation optimizes}

\noindent Q: Is the state averaging to blame? One set of orbitals for ten states sounds like a compromise.

\medskip\noindent A: Let $i,j$ label doubly occupied core orbitals, $t,u,v,w$ active ones and $a,b$ virtual ones, with $(pq|rs)$ in chemists' notation. Let $f^0=h+\sum_i(2J_i-K_i)$ be the Fock operator of the core alone. With equal weights on all ten quartets, the average energy is a trace over the ten-dimensional space and can be evaluated in determinants. An orbital is occupied in $\binom42=6$ of the ten and a given pair in $\binom31=3$, so
\begin{equation}
\bar E=E_{\rm core}+\tfrac35\sum_t f^0_{tt}+\tfrac{3}{20}\sum_{tu}\big[(tt|uu)-(tu|ut)\big], \label{eq:avg}
\end{equation}
where $\tfrac3{10}\sum_{t<u}=\tfrac3{20}\sum_{tu}$ because the $t=u$ term vanishes. Nothing in Eq.~\eqref{eq:avg} refers to a splitting. The orbitals minimize a mean-field functional, and the ten energies are then eigenvalues of
\begin{equation}
H_{\rm act}=\sum_{tu}f^0_{tu}E_{tu}+\tfrac12\sum_{tuvw}(tu|vw)\,e_{tuvw},\qquad e_{tuvw}=E_{tu}E_{vw}-\delta_{uv}E_{tw},
\end{equation}
with $E_{tu}=\sum_\sigma t^\dagger_\sigma u_\sigma$. The repulsion is the bare $1/r_{12}$, and the other 78 electrons stay frozen when a d electron moves.

For a state $K$ with density $\gamma^K_{tu}=\langle E_{tu}\rangle$, the matrix element of $H$ between $K$ and its core-to-virtual excitation, summed over the two spins, is
\begin{equation}
g^K_{ai}=2f^0_{ai}+\sum_{tu}\gamma^K_{tu}\big[2(ai|tu)-(au|ti)\big], \label{eq:grad}
\end{equation}
the exchange term appearing once because $t,u$ must share the spin of $a,i$. Averaging replaces $\gamma$ by $\tfrac35\delta_{tu}$ and gives $2F_{ai}$, with $F=f^0+\tfrac35\sum_t(J_t-\tfrac12K_t)$. Stationarity of $\bar E$ sets $F_{ai}=0$, so only the average of $g^K$ vanishes. The program tests that the average is zero, that single-state elements are not (the largest is about 1.8~eV), and that Eq.~\eqref{eq:avg} equals the mean of the ten eigenvalues. So there is a compromise, and at second order it enters only the perturbation classes in which orbital gradients appear.

\medskip\noindent Q: Then I need those classes. How is the second-order energy organized?

\medskip\noindent A: Choose core and virtual orbitals that diagonalize $F$, with eigenvalues $\varepsilon$, and use Dyall's zeroth-order Hamiltonian $H_0=\sum_i\varepsilon_i\hat n_i+\sum_a\varepsilon_a\hat n_a+H_{\rm act}+\text{const}$. Inside the CAS space $H$ is $E_{\rm core}+H_{\rm act}$, so the constant can be fixed to make $H_0=H$ there; the first-order correction and all couplings within the CAS space vanish. The eigenstates of $H_0$ are products of a pattern $x$ of core holes and virtual particles with an eigenstate $\mu$ of $H_{\rm act}$ for the matching electron number. Rayleigh--Schr\"odinger theory gives
\begin{equation}
E^{(2)}_K=-\sum_{x,\mu}\frac{|\langle\mu|V_x|K\rangle|^2}{\Delta\varepsilon_x+E_\mu-E_K},\qquad \Delta\varepsilon_x=\sum_{a\in x}\varepsilon_a-\sum_{i\in x}\varepsilon_i. \label{eq:E2}
\end{equation}
To find $V_x$, write $H$ in spin orbitals, normal ordered to the core: $H=E_{\rm core}+\sum f^0_{pq}\{p^\dagger q\}+\tfrac14\sum\langle pq\|rs\rangle\{p^\dagger q^\dagger sr\}$, where $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$ and $\langle pq|rs\rangle=(pr|qs)$. Collect the terms that create pattern $x$. Each index pair ($pq$ or $rs$) that contains a core or virtual label occurs in two orders, which doubles the factor $\tfrac14$; a pair of two summed active labels does not. The core and virtual operators move to one side, and an overall sign per pattern drops out of the square:
\begin{align}
\text{1h }(i):\ &V=\textstyle\sum f^0_{ti}\,t^\dagger+\tfrac12\sum\langle tu\|iv\rangle\,t^\dagger u^\dagger v,\\
\text{1p }(a):\ &V=\textstyle\sum f^0_{au}\,u+\tfrac12\sum\langle at\|uv\rangle\,t^\dagger vu,\\
\text{1h1p }(a,i):\ &V=f^0_{ai}+\textstyle\sum\langle at\|iu\rangle\,t^\dagger u,\\
\text{2h }(i<j):\ &V=\tfrac12\textstyle\sum\langle tu\|ij\rangle\,t^\dagger u^\dagger,\qquad \text{2p }(a<b):\ V=\tfrac12\sum\langle ab\|tu\rangle\,ut,\\
\text{2h1p }(a,i<j):\ &V=\textstyle\sum\langle at\|ij\rangle\,t^\dagger,\qquad \text{1h2p }(a<b,i):\ V=\sum\langle ab\|it\rangle\,t.
\end{align}
The relative sign in 1h1p is plus because $a^\dagger t^\dagger u\,i=a^\dagger i\,t^\dagger u$. The eighth class, 2h2p, has $V=\langle ab\|ij\rangle$, a number, so $\mu=K$ and its energy is the same for all states as long as the $\varepsilon$ are the averaged ones. It cancels in $\Delta$ and $B$. The seven class sums were tested against a direct solution of the first-order equation $(H_0-E_0)\psi=QH|K\rangle$ in the determinant space of two core, five active and two virtual orbitals of the ion; the largest relative deviation is $6.5\times10^{-11}$. The breakdown, in eV, is as follows (the rounded ion entries add to $-0.0200$; the total from the unrounded values is $-0.0199$):
\begin{center}
\begin{tabular}{lrrr}
class & $\delta\Delta$ & $\delta B$ cluster & $\delta B$ ion\\
1h & $+0.0090$ & $-0.0120$ & $-0.0092$\\
1p & $+0.0002$ & $-0.0003$ & $-0.0003$\\
1h1p & $+0.0659$ & $+0.0029$ & $+0.0055$\\
2h & $+0.0365$ & $-0.0108$ & $-0.0111$\\
2p & $+0.0109$ & $-0.0045$ & $-0.0047$\\
2h1p & $+0.1805$ & $-0.0009$ & $-0.0001$\\
1h2p & $-0.0780$ & $-0.0004$ & $-0.0001$\\
sum & $+0.2250$ & $-0.0260$ & $-0.0199$
\end{tabular}
\end{center}
An orbital rotation changes the inactive pattern by one hole, one particle, or one of each, so the gradients left by averaging enter the numerators of 1h, 1p and 1h1p only; $\langle K|V|K\rangle$ for 1h1p is the spin-resolved form of Eq.~\eqref{eq:grad}. These three classes give $0.0090+0.0002+0.0659=0.0751$~eV of the 0.2250~eV in $\Delta$, and $-0.0120-0.0003+0.0029=-0.0094$~eV of the $-0.0260$~eV in $B$. They also contain true double excitations, and the table does not separate those from relaxation. About two thirds of each correction comes from classes that no orbital rotation can represent. That part is due to missing configurations and not to the averaging. The remaining third does not bound the averaging error, because relaxation and double excitations can enter a splitting with opposite signs.

\section{The Racah parameter}

\noindent Q: I think of a reduced $B$ as screening of the d--d repulsion by the other electrons. Can you show that?

\medskip\noindent A: For one piece of one class, with a definite sign. Take 1h1p in the free ion, keep only the direct integral $x^{ai}_{tu}=(ai|tu)$, and drop $E_\mu-E_K$ against $\omega_{ai}=\varepsilon_a-\varepsilon_i$. Then $V=f^0_{ai}+\hat\rho_{ai}$ with the Hermitian operator $\hat\rho_{ai}=\sum x^{ai}_{tu}E_{tu}$, the same for both spins of the pair $(a,i)$. With $\mu$-independent denominators $\sum_\mu|\mu\rangle\langle\mu|=1$, and
\begin{equation}
E^{(2)}_{\rm dir}=-2\sum_{ai}\frac{\langle(f^0_{ai}+\hat\rho_{ai})^2\rangle_K}{\omega_{ai}},
\end{equation}
the 2 counting spins. The $(f^0)^2$ term is a constant. The cross term, summed over whole shells, is a rotationally invariant one-body operator on the d shell and so is proportional to the electron number. In $\hat\rho^2$ use $E_{tu}E_{vw}=e_{tuvw}+\delta_{uv}E_{tw}$; the one-body remainder is again a constant. Matching $-2\sum xx\,e/\omega$ to $\tfrac12\sum\delta(tu|vw)\,e$ gives
\begin{equation}
\delta(tu|vw)=-4\sum_{ai}\frac{(tu|ia)(ia|vw)}{\varepsilon_a-\varepsilon_i}. \label{eq:screen}
\end{equation}
For any symmetric $M$, $\sum M_{tu}\,\delta(tu|vw)M_{vw}=-4\sum_{ai}(\sum Mx)^2/\omega\le0$. The tensor is rotationally invariant and symmetric in $tu$ and in $vw$, so it has the same multipole form as the bare one, with some $\delta F^k$ for $k=0,2,4$. Choosing $M$ of pure rank $k$ makes the left side a positive number times $\delta F^k$, hence $\delta F^k\le0$ for each $k$. By Eq.~\eqref{eq:B} $B$ falls if $|\delta F^2|/49>5|\delta F^4|/441$. Rank 2 is screened by $3s\to d$, $3p\to p$ and $3p\to f$ excitations; rank 4 only by $3p\to f$, there being no g functions in the basis. The bare values are $F^2=10.9530$ and $F^4=6.8914$~eV, so $B=0.2235-0.0781=0.1454$~eV. The shifts are $\delta F^2=-0.7872$~eV (7\% of $F^2$) and $\delta F^4=-0.1221$~eV (2\% of $F^4$), so $\delta B=-0.0161+0.0014=-0.0147$~eV. The program tests this value against the direct static sum evaluated state by state.

\medskip\noindent Q: But the table gives $+0.0055$~eV for that class. Screening seems to have the wrong sign.

\medskip\noindent A: The full class does raise $B$, in the ion and in the cluster. Exchange terms and true denominators together add $0.0055-(-0.0147)=+0.0202$~eV and overturn the direct part, so direct screening alone is not the explanation in this calculation. One can see why the theorem stops at the direct term. For a $\beta$ pair $(a,i)$ the coupling to the $\alpha$ d electrons is direct only. For $a$ of spin $\alpha$ and $i$ of spin $\beta$, $V=-\sum(au|ti)\,t^\dagger_\beta u_\alpha$; since the $\beta$ shell is empty, $V^\dagger V$ is a one-body operator, and its shell sum is the same for $^4F$ and $^4P$. For an $\alpha$ pair the matrix is $(ai|tu)-(au|ti)$, which is not symmetric in $tu$ and so contains odd ranks. A rank-1 one-body operator on the $\alpha$ d shell is proportional to $\mathbf L$ by the Wigner--Eckart theorem, so the $3p\to p$ excitations coupled to rank 1 contribute $-c\,L(L+1)$ with $c\ge0$ for static denominators. That lowers $^4F$ by $12c$ and $^4P$ by $2c$, which raises $15B$ by $10c$. With the single virtual p shell of this basis that term is negligible, below 0.0001~eV in $B$, and the rank-3 part lowers $B$ by about 0.002~eV. The reversal comes from the even ranks. The symmetric part of the $\alpha$ matrix obeys the argument that follows Eq.~\eqref{eq:screen}, so it gives $\delta F^2\le0$ and $\delta F^4\le0$, and only $\delta F^4$ raises $B$. Interference of exchange with the rank-2 direct term can at most remove the $\alpha$ half of the direct rank-2 shift, $0.0161/2=0.008$~eV. With static denominators the even ranks of the $\alpha$ pair give $+0.016$~eV, against $-0.007$~eV for the direct term alone, so at least 0.015~eV of this 0.023~eV change comes from rank 4. Resolved by rank, rank 2 goes from $-0.008$~eV to nearly zero and rank 4 from $+0.001$ to $+0.016$~eV. That is the $3p\to f$ excitation, whose exchange integral has a dipole part that the direct integral lacks.

\medskip\noindent Q: What lowers $B$, then?

\medskip\noindent A: The classes 2h, 1h and 2p, and in the ion each has a clear content.

In 2h two semicore electrons enter the d shell. Sort by spin. For a $\beta\beta$ pair the norm of $V|K\rangle$ does not depend on $K$, because the $\beta$ shell is empty. For an $\alpha\beta$ pair it involves only $\langle t_\alpha u_\alpha^\dagger\rangle$, and the shell sum reduces that to its trace, 2. Only the $\alpha\alpha$ channel distinguishes the terms through its numerator. It fills the $\alpha$ shell and gives $d^5\,{}^6S$ with $L=0$, so the two core holes must carry the total $L$ of the state. Two holes of the same spin in $3s3p$ with even parity are $3p^{-2}$ with $L=1$. The excitation $3p^2\to3d^2$ in this channel is open for $^4P$ and closed for $^4F$, which lowers $^4P$ and reduces $B$. The other spin channels can contribute only through the $E_\mu-E_K$. The selection rule is exact, and the $\alpha\alpha$ channel summed alone gives $-0.0100$~eV of the $-0.0111$~eV.

About two thirds of the NEVPT2 corrections to $10Dq$ and $B$ come from classes that no orbital rotation can represent, and the lowering of $B$ has been traced in part to the 2h class, not to direct screening alone. The 1h and 2p contributions to $B$, the mechanism behind the rise in $10Dq$, and the limits of the argument remain.
